# The Weiss Curie Temperature for Quantum Spins and Unit Vectors

Suppose a calculation has produced exchange couplings between magnetic sites and an ordering temperature is wanted. Within mean-field theory, and for uniform order, three decisions fix the number. Are the moments quantum spins or classical vectors? For spin 3/2, compared with classical vectors of length \(S\), this changes the mean-field temperature by a factor 5/3. Does the energy count each pair once or twice? That is a factor 2. Do the couplings multiply spins of length \(S\) or unit vectors? That is a factor \(S^2\), or 9/4 for spin 3/2. These notes derive the temperature for spin 1/2, extend it to any spin, and check each stage on a limit.

## 1. Conventions

Equivalent sites \(i\) of a lattice carry spins of length \(S\), with

\[
H=-\frac12\sum_{i\ne j}J_{ij}\,\mathbf S_i\cdot\mathbf S_j-h\sum_i S_i^z,\qquad J(0)=\sum_j J_{ij}.
\]

The spin operators are dimensionless, so \(\mathbf S_i^2=S(S+1)\equiv X\). The double sum meets each pair twice and the ½ corrects for it, so each pair enters once with strength \(J_{ij}=J_{ji}\). Positive \(J_{ij}\) favours parallel spins. The field \(h=g\mu_BB\) is an energy, and its positive direction is the one that favours positive \(S^z\). I take \(J(0)>0\) and, until section 7, assume uniform order.

## 2. Spin 1/2

The terms containing spin \(i\) are \(-\mathbf S_i\cdot\sum_jJ_{ij}\mathbf S_j-hS_i^z\); the ½ has gone because the pair appears as \(ij\) and as \(ji\). Replace each neighbour by its average, \(m\) along \(z\). Spin \(i\) then feels the Weiss field

\[
b=J(0)m+h .
\]

Its levels are \(\mp b/2\), so with \(x=b/k_BT\)

\[
m=\frac12\,\frac{e^{x/2}-e^{-x/2}}{e^{x/2}+e^{-x/2}}=\frac12\tanh\frac x2 .
\]

For \(h=0\) we need \(k_BT\,x=J(0)\,\tfrac12\tanh(x/2)\). The right side starts with slope \(J(0)/4\) and bends downward for \(x>0\). It meets the straight line on the left at a positive \(x\) only if \(k_BT<J(0)/4\). Hence \(k_BT_C=J(0)/4\).

**Check: every spin coupled to every other.** Let \(J_{ij}=J(0)/(N-1)\) for all pairs. With total spin \(s\), the identity \(\mathbf S_{\rm tot}^2=\sum_i\mathbf S_i^2+\sum_{i\neq j}\mathbf S_i\cdot\mathbf S_j\) gives the energy at \(h=0\):

\[
E_s=-\frac{J(0)}{2(N-1)}\left[s(s+1)-\tfrac34N\right].
\]

The number of multiplets of spin \(s\) is the number of states with \(S^z_{\rm tot}=s\) minus the number with \(s+1\), a difference of two binomial coefficients. For large \(N\), with \(s=Nm\), Stirling's formula makes the logarithm of the Boltzmann weight \(N\varphi(m)\), up to a constant and terms of order \(\ln N\), where

\[
\varphi=-(\tfrac12+m)\ln(\tfrac12+m)-(\tfrac12-m)\ln(\tfrac12-m)+\frac{J(0)m^2}{2k_BT}.
\]

Setting \(\varphi'=0\) gives \(\ln\frac{1/2+m}{1/2-m}=J(0)m/k_BT\), which is \(m=\frac12\tanh[J(0)m/2k_BT]\), the Weiss equation. For \(N=20000\) at \(0.8\,T_C\), the exact count gives \(\sqrt{\langle\mathbf S_{\rm tot}^2\rangle}/N=0.3553\); the Weiss equation gives \(m=0.3552\).

## 3. Why this field is the best one

For a lattice with few neighbours, replacing spins by averages needs a justification. A variational bound supplies part of it for any \(S\): it shows that the Weiss field is the best choice among independent spins in a uniform field, though not how accurate that choice is (see section 8). Take the trial Hamiltonian \(H_0=-b\sum_iS_i^z\), with eigenstates \(|n\rangle\) and energies \(E_n\), and write \(\beta_T=1/k_BT\). The exponential is convex, so the average of an exponential is at least the exponential of the average. Applied to the distribution of eigenvalues of \(H\) in the state \(|n\rangle\), this gives

\[
\mathrm{Tr}\,e^{-\beta_TH}=\sum_n\langle n|e^{-\beta_TH}|n\rangle\ \ge\ \sum_n e^{-\beta_T\langle n|H|n\rangle}.
\]

Write the right side as \(\sum_ne^{-\beta_TE_n}e^{-\beta_T\langle n|H-H_0|n\rangle}\) and use convexity again, now with the Boltzmann weights of \(H_0\). It is at least \(Z_0\,e^{-\beta_T\langle H-H_0\rangle_0}\). Taking \(-k_BT\ln\) reverses the inequality:

\[
F\le F_0+\langle H-H_0\rangle_0 .
\]

In the trial state different sites are independent and \(\langle S^x\rangle=\langle S^y\rangle=0\), so \(\langle\mathbf S_i\cdot\mathbf S_j\rangle_0=m^2\). With \(Z=\sum_{M=-S}^{S}e^{xM}\) and \(m=d\ln Z/dx\), the bound per site is

\[
f(b)=-k_BT\ln Z+bm-\tfrac12J(0)m^2-hm .
\]

The first term has derivative \(-m\) with respect to \(b\), which cancels the \(+m\) from \(bm\). What remains is

\[
\frac{df}{db}=\frac{dm}{db}\,\bigl[b-J(0)m-h\bigr].
\]

Here \(dm/db=(\langle M^2\rangle-\langle M\rangle^2)/k_BT>0\). Every stationary point therefore satisfies \(b=J(0)m+h\). Since \(|m|\le S\), the bracket has the sign of \(b\) for large \(|b|\), so \(f\) rises outward and its minimum lies at a stationary point: the lowest bound available from independent spins in a uniform field is reached at a solution of the Weiss equation. When there are several solutions, not all are minima; section 4 identifies the right one for \(h=0\).

## 4. Any spin

Multiplying \(Z\) by \(e^{x/2}-e^{-x/2}\) makes neighbouring terms cancel. With \(a=S+\frac12\),

\[
Z=\frac{\sinh ax}{\sinh(x/2)},\qquad m(x)=a\coth ax-\tfrac12\coth\frac x2 .
\]

For small \(u\), dividing the series of \(\cosh u\) by that of \(\sinh u\) gives \(\coth u=1/u+u/3-u^3/45+\dots\) The \(1/x\) terms cancel, leaving

\[
m=\frac{a^2-\frac14}{3}x-\frac{a^4-\frac1{16}}{45}x^3+\dots
\]

Since \(a^2-\frac14=S(S+1)=X\) and \(a^4-\frac1{16}=(a^2-\frac14)(a^2+\frac14)=X(X+\frac12)\),

\[
m=\frac X3x-\frac{X(2X+1)}{90}x^3+\dots
\]

The linear coefficient is \(\langle(S^z)^2\rangle\) of a free spin: one third of \(\mathbf S^2\), because the three directions are equivalent. This is the origin of \(S(S+1)/3\).

To be sure that order starts continuously, it is enough to show that \(m(x)\) bends downward for all \(x>0\). Differentiating twice,

\[
m''=\frac2{x^3}\left[G(ax)-G\!\left(\tfrac x2\right)\right],\qquad G(u)=\frac{u^3\cosh u}{\sinh^3u}.
\]

As \(a>\frac12\), it suffices that \(G\) decreases. With \(v=2u\),

\[
\frac{d\ln G}{du}=\frac3u+\tanh u-3\coth u=\frac6v-\frac{2(2+\cosh v)}{\sinh v},
\]

because \(3\coth u-\tanh u=(2\cosh^2u+1)/(\sinh u\cosh u)\). This is negative if \(D(v)=v-3\sinh v/(2+\cosh v)\) is positive. Now \(D(0)=0\), and

\[
D'(v)=1-\frac{3(2\cosh v+1)}{(2+\cosh v)^2}=\frac{(\cosh v-1)^2}{(2+\cosh v)^2}>0\quad(v>0).
\]

So \(m''<0\). For \(h=0\), the curve \(J(0)m(x)\) starts with slope \(J(0)X/3\), bends downward and saturates at \(J(0)S\). It crosses the line \(k_BTx\) at one positive \(x\) if the initial slope exceeds \(k_BT\), and at none otherwise. By the formula for \(df/db\), \(f\) falls up to the crossing and rises beyond it, so the ordered solution is the minimum. The crossing moves to \(x=0\) as the slopes become equal:

\[
\boxed{k_BT_C=\frac{S(S+1)}3J(0)}
\]

For \(S=\frac12\), \(X=\frac34\) returns \(J(0)/4\).

**Numbers.** Take a model simple cubic magnet with \(S=3/2\), six nearest neighbours and \(J=1\) meV. Then \(X=1.5\times2.5=3.75\) and \(J(0)=6\) meV, so

\[
k_BT_C=\frac{3.75\times6}{3}=7.5\ \text{meV},\qquad T_C\approx87\ \text{K}.
\]

## 5. The classical limit

Write \(\mathbf S_i=S\mathbf e_i\) and keep the coupling \(J^{\rm cl}_{ij}=S^2J_{ij}\) fixed while \(S\) grows. The boxed result becomes

\[
k_BT_C=\frac{S(S+1)}{S^2}\,\frac{J^{\rm cl}(0)}3=\left(1+\frac1S\right)\frac{J^{\rm cl}(0)}3\ \longrightarrow\ \frac{J^{\rm cl}(0)}3 .
\]

As a check, start from unit vectors with \(H=-\frac12\sum_{i\neq j}J^{\rm cl}_{ij}\mathbf e_i\cdot\mathbf e_j\). In a field with \(y=b/k_BT\), the average of \(c=\cos\theta\) is

\[
\mu=\frac{\int_{-1}^1c\,e^{yc}\,dc}{\int_{-1}^1e^{yc}\,dc}=\coth y-\frac1y=\frac y3-\frac{y^3}{45}+\dots
\]

Here \(\mu''=(2/y^3)[G(y)-1]<0\), since \(G(0)=1\) and \(G\) decreases. The slope argument with \(b=J^{\rm cl}(0)\mu\) again gives \(k_BT_C=J^{\rm cl}(0)/3\).

If the energy is instead written \(-\sum_{i\ne j}J'_{ij}\mathbf e_i\cdot\mathbf e_j\), each pair enters twice. Then \(J^{\rm cl}=2J'\) and \(k_BT_C=2J'(0)/3\). The physics is unchanged; the symbol \(J\) means something else.

In the example, classical vectors of length 3/2 have \(J^{\rm cl}(0)=2.25\times6=13.5\) meV. This gives \(k_BT_C=4.5\) meV, or about 52 K instead of 87 K. The ratio is \((S+1)/S=5/3\). Couplings fitted to energies of rotated unit vectors, with each pair counted once, supply \(J^{\rm cl}\). Using the quantum formula with them adds the assumption that each moment is a spin of definite \(S\), with \(J=J^{\rm cl}/S^2\).

## 6. The exponents

**Magnetization.** Let \(\varepsilon=|1-T/T_C|\). Just below \(T_C\) at \(h=0\), divide \(k_BTx=J(0)m\) by \(k_BT_Cx=J(0)Xx/3\):

\[
1-\varepsilon=\frac{3m}{Xx}=1-\frac{2X+1}{30}x^2+\dots\quad\Rightarrow\quad x^2=\frac{30\,\varepsilon}{2X+1}.
\]

To leading order \(m=Xx/3\), hence

\[
m^2=\frac{10X^2}{3(2X+1)}\,\varepsilon,\qquad m\propto(T_C-T)^{1/2}.
\]

The exponent is \(\beta=\frac12\). It arises because \(m(x)\) is odd and its cubic coefficient is negative, so the first correction to the ratio \(m/x\) is quadratic in \(x\) and lowers it. For unit vectors the same division gives \(y^2=15\varepsilon\) and \(\mu^2=y^2/9=5\varepsilon/3\). This agrees with \(m^2/S^2\) for \(S\to\infty\).

For \(S=3/2\) the law reads \(m=2.348\sqrt\varepsilon\). At \(0.99\,T_C\) it gives 0.235, against 0.234 from the full mean-field equation. At \(0.9\,T_C\) it gives 0.743 against 0.718, about 3% above the full solution. At \(0.5\,T_C\) it gives 1.66, larger than the maximum possible 1.5, while the full solution is 1.38. The square root is a law for the neighbourhood of \(T_C\).

**Susceptibility.** Let \(\chi=dm/dh\) at \(h\to0\), and \(m'=dm/dx\). Differentiating \(k_BTx=J(0)m+h\) gives \(k_BT\,dx/dh=J(0)\chi+1\). Since \(\chi=m'\,dx/dh\),

\[
k_BT\chi=m'[J(0)\chi+1]\quad\Rightarrow\quad\chi=\frac{m'}{k_BT-J(0)m'} .
\]

Above \(T_C\), \(x=0\) and \(m'=X/3\), so

\[
\chi=\frac{X/3}{k_B(T-T_C)} .
\]

This is the Curie–Weiss law, and within mean-field theory it holds at all \(T>T_C\). Just below \(T_C\), the value of \(x^2\) found above gives

\[
m'=\frac X3-\frac{X(2X+1)}{30}x^2=\frac X3(1-3\varepsilon).
\]

The denominator is \(k_BT_C[(1-\varepsilon)-(1-3\varepsilon)]=2\varepsilon k_BT_C\), and to leading order

\[
\chi=\frac{X/3}{2k_B(T_C-T)} .
\]

So \(\gamma=1\) on both sides, with half the amplitude below. Below \(T_C\) this is the longitudinal response, to a field along the magnetization. A small transverse field \(\delta h\) added to \(h\) merely turns the magnetization by the angle \(\delta h/h\), so the transverse response is \(m/h\) and diverges as \(h\to0\). The existing magnetization partly saturates the spins, which lowers their response by \(3\varepsilon\) while the thermal energy falls by only \(\varepsilon\).

In the example, \(\chi=1.25/(0.01\times7.5)=16.7\) per meV at \(1.01\,T_C\). At \(0.99\,T_C\) the leading formula gives half of that, 8.3 per meV, and the full equation 8.2. Between \(\varepsilon=10^{-3}\) and \(10^{-4}\), numerical solutions give effective exponents \(\beta=0.4999\), and \(\gamma=1.0000\) above and \(1.00065\) below \(T_C\).

## 7. When another pattern orders first

Now let each site have its own field \(b_i\) along \(z\), with \(h=0\). For small fields \(m_i=Xx_i/3\) and \(\ln Z_i=\ln(2S+1)+Xx_i^2/6\). Per site,

\[
-k_BT\ln Z_i+b_im_i=\text{const}+k_BTX\left(-\tfrac16+\tfrac13\right)x_i^2=\text{const}+\frac{3k_BT}{2X}m_i^2 .
\]

The trial free energy to second order is therefore

\[
F=\text{const}+\frac12\sum_{ij}m_i\left[\frac{3k_BT}X\delta_{ij}-J_{ij}\right]m_j .
\]

On a lattice with one site per cell, a wave \(m_j=\cos(\mathbf q\cdot\mathbf R_j)\) is an eigenvector of \(J_{ij}\), with eigenvalue \(J(\mathbf q)=\sum_jJ_{ij}\cos[\mathbf q\cdot(\mathbf R_i-\mathbf R_j)]\). The disordered state becomes unstable to it below \(k_BT_q=XJ(\mathbf q)/3\). The boxed formula is the ordering temperature if \(J(0)\) is the largest \(J(\mathbf q)\). This holds when all couplings are positive, because a cosine cannot exceed 1.

A ring of eight spins 1/2 with \(J_1=1\) and \(J_2=-0.5\) shows the alternative. Here \(J(q)=2\cos q-\cos2q\), so \(J(0)=1\), but \(J(\pi/4)=\sqrt2\). At 1.2 times the uniform mean-field temperature, the site-resolved equations, started from the site-centred wave \(m_j\propto\cos(\pi j/4)\), converge to a modulated solution with largest \(|m_i|=0.354\), and its trial free energy is below that of the disordered state. This solution is restricted to fields along \(z\) and is unstable once the moments may turn. A spiral \(m(\cos qj,\sin qj,0)\) with \(q=\pi/4\) feels a field \(J(q)m\) along each moment, so \(m=\frac12\tanh[J(q)m/2k_BT]=0.316\) on every site. It appears at the same \(T_q\) and has the lower trial free energy, \(-0.047J_1\) against \(-0.031J_1\) for the ring, measured from the disordered state. Any negative coupling is thus a reason to compute \(J(\mathbf q)\) before quoting a Curie temperature, even when \(J(0)\) is large: with four in-plane neighbours at \(J=1\) and two interlayer neighbours at \(J=-0.05\), \(J(0)=3.9\), but alternating layers have \(J(\mathbf q)=4.1\).

## 8. When there is no transition to find

The fully connected magnet favoured the theory. A chain of unit vectors with nearest-neighbour coupling \(J\) is a severe test. Mean field uses \(J(0)=2J\) and predicts \(k_BT_C=2J/3\).

The chain can be solved. Integrating out the spins beyond \(\mathbf e_{i+1}\), starting from the far end, gives only constants, since \(\int e^{K\mathbf e\cdot\mathbf e'}d\mathbf e'\) does not depend on \(\mathbf e\). Given \(\mathbf e_i\), the next spin therefore has weight \(e^{K\cos\theta}\) with \(K=J/k_BT\), and its mean is \(u\,\mathbf e_i\) with \(u=\coth K-1/K\). Repeating this \(n\) times gives \(\langle\mathbf e_i\cdot\mathbf e_{i+n}\rangle=u^n\). The susceptibility per site is the variance of \(\sum_ie_i^z\) divided by \(Nk_BT\). One third of each scalar product belongs to \(z\), so for a long chain

\[
3k_BT\chi=1+2\sum_{n=1}^\infty u^n=\frac{1+u}{1-u}.
\]

Since \(u<1\) for every \(T>0\), this is finite. At the predicted \(T_C\), \(K=1.5\) and \(u=0.438\), so \(3k_BT\chi=2.56\) where mean field has a divergence. At a tenth of that temperature it is 29, still finite.

The missing ingredient is visible in the energy. The chain has energy \(-Ju\) per bond without any long-range order, whereas independent trial spins with \(m=0\) have none. Mean-field theory ignores this short-range alignment. The 87 K above and the exponents ½ and 1 are accordingly mean-field values; the derivation gives no estimate of their error. The error can be large even in three dimensions: for unit vectors on the simple cubic lattice with nearest-neighbour coupling \(J^{\rm cl}\), Monte Carlo simulation places \(k_BT_C\) near \(1.45\,J^{\rm cl}\), almost 30% below the mean-field \(2J^{\rm cl}\). The numerical check checks the formulas numerically.

## Calculated quantities

```
Spin S = 1.5, neighbours = 6, J = 1.000 meV
S(S+1) = 3.7500, J(0) = 6.000 meV
Quantum mean-field kTc = 7.5000 meV
Quantum mean-field Tc = 87.03 K
kTc located from free energies = 7.4998 meV
Classical coupling S^2 J(0) = 13.500 meV
Classical-vector kTc = 4.5000 meV
Classical-vector Tc = 52.22 K
Quantum/classical Tc ratio = 1.6667
Unit vectors: kTc/Jcl(0) from free energies = 0.33333
Amplitude A in m = A sqrt(eps): 2.3483
T/Tc = 0.500: m = 1.37627, m/S = 0.91752, A sqrt(eps) = 1.66053
T/Tc = 0.900: m = 0.71820, m/S = 0.47880, A sqrt(eps) = 0.74261
T/Tc = 0.990: m = 0.23407, m/S = 0.15605, A sqrt(eps) = 0.23483
T/Tc = 0.999: m = 0.07424, m/S = 0.04949, A sqrt(eps) = 0.07426
chi at T = 1.5 Tc: 0.33333 per meV
chi at T = 1.01 Tc: 16.6667 per meV
chi at T = 0.99 Tc: 8.1960 per meV
chi ratio above/below, eps = 1e-4: 2.0003
Effective exponents between eps = 1e-3 and 1e-4:
  beta = 0.49987
  gamma above Tc = 1.00000, below Tc = 1.00065
Competing ring, S = 1/2, J1 = 1, J2 = -0.5: J(0) = 1.000
  largest J(q) = 1.4142 (units of J1)
  at 1.2 times the uniform kTc, largest |m| = 0.3540
Fully connected S = 1/2 magnet, N = 20000, J(0) = 1:
  m at 0.8 Tc: exact count 0.35532, Weiss 0.35521
  chi J(0) at 1.5 Tc: exact count 1.99929, Weiss 2.00000
Classical chain, J = 1, mean-field kTc = 2/3:
  T/Tc = 1.0: u = 0.43812, 3 kT chi = 2.5595
  T/Tc = 0.1: u = 0.93333, 3 kT chi = 29.0000
```
